# The Barrier to a Circular Step on a Ferroelectric Domain Wall

## Problem

A flat 180° domain wall separates two ferroelectric domains. The polarization lies in the plane of the wall and has magnitude $P=0.26\ \mathrm{C/m^2}$ on both sides, with opposite directions. A field $E=10\ \mathrm{MV/m}$, held fixed by the external circuit, points along the polarization of one domain, which is therefore favoured. The wall advances into the other domain by forming a circular step: inside a circle of radius $r$ it has moved forward by $c=0.4\ \mathrm{nm}$, and outside the circle it has not moved. The wall energy is $\sigma=0.01\ \mathrm{J/m^2}$, the same on the steep rim of the step as on the flat wall.

(a) Suppose that any bound charge on the rim is screened, so that it costs no energy. Find the radius beyond which the step grows downhill in energy, and the barrier it must cross to get there.

(b) How does the barrier depend on the field, and what does this imply for the nucleation rate at 300 K?

(c) Estimate what happens if the rim charge is not screened. Treat the crystal as an isotropic medium of relative permittivity 100, a round illustrative value.

## First estimate by scaling

Two energies compete. The rim has an area of order $rc$ and costs about $\sigma rc$. The reversed volume is of order $r^2c$. Reversal changes the energy density from $+PE$ to $-PE$, so the field returns about $2PEr^2c$. The two are comparable when

$$
\sigma rc\sim 2PEr^2c
\quad\Longrightarrow\quad
r\sim\frac{\sigma}{2PE}.
$$

The driving energy density is $2PE=2(0.26)(10^7)=5.2\times10^6\ \mathrm{J/m^3}$, which gives $r\sim1.9\ \mathrm{nm}$. The energy scale is the rim cost at this radius:

$$
U\sim\sigma rc\sim\frac{\sigma^2c}{2PE}
=\frac{(10^{-2})^2(4\times10^{-10})}{5.2\times10^6}\ \mathrm{J}
\approx 7.7\times10^{-21}\ \mathrm{J},
$$

or about 0.05 eV. Scaling fixes the dependence on the parameters but leaves a numerical factor open.

The rim charge can be estimated in the same way. The polarization changes by an amount of order $P$ across a rim of height $c$, so the charge per unit length is of order $Pc$. A line of length $r$ with this charge has a Coulomb energy of order

$$
W\sim\frac{(Pc)^2r}{\varepsilon}.
$$

With $\varepsilon=100\,\varepsilon_0$ and $r=1.9\ \mathrm{nm}$ this is about $2.3\times10^{-20}\ \mathrm{J}$, larger than the energy scale just found. The screening assumed in part (a) is therefore a real condition on the answer.

## Solution with screened rim charge

**Wall area.** The advanced part of the wall is a disc of area $\pi r^2$. It replaces an equal area of the original wall, so it adds nothing. The new area is the rim, a cylinder of circumference $2\pi r$ and height $c$:

$$
\Delta A=2\pi rc .
$$

A separate disc-shaped domain inside the bulk would have two new faces as well. A step on an existing wall has none.

**Field energy.** At fixed field, the part of the energy density that depends on the direction of polarization is $-\mathbf P\cdot\mathbf E$. It is $+PE$ in the unfavoured domain and $-PE$ in the favoured one. The change on reversal is $-PE-(+PE)=-2PE$. The linear dielectric response is taken to be the same in both domains and cancels from the difference. The reversed volume is $\pi r^2c$, so the energy of the stepped wall, measured from that of the flat wall, is

$$
U(r)=2\pi\sigma cr-2\pi PEc\,r^2. \tag{1}
$$

**Critical radius.** The derivative is

$$
\frac{dU}{dr}=2\pi\sigma c-4\pi PEc\,r .
$$

Setting it to zero and dividing by $2\pi c$ gives $\sigma=2PEr$, so

$$
r^*=\frac{\sigma}{2PE}. \tag{2}
$$

The second derivative, $-4\pi PEc$, is negative, so this is a maximum. A smaller step lowers its energy by shrinking, and a larger one by growing.

**Barrier.** At $r^*$ the rim cost is

$$
2\pi\sigma cr^*=\frac{\pi\sigma^2c}{PE},
$$

and the energy returned by the field is

$$
2\pi PEc\,(r^*)^2
=2\pi PEc\,\frac{\sigma^2}{4P^2E^2}
=\frac{\pi\sigma^2c}{2PE}.
$$

The field has repaid half of the rim cost. The other half is the barrier:

$$
U^*=\frac{\pi\sigma^2c}{2PE}. \tag{3}
$$

**Numbers.** Equation (2) gives

$$
r^*=\frac{0.01}{5.2\times10^6}\ \mathrm{m}=1.92\ \mathrm{nm},
$$

and equation (3) gives

$$
U^*=\frac{\pi(10^{-2})^2(4\times10^{-10})}{5.2\times10^6}\ \mathrm{J}
=2.42\times10^{-20}\ \mathrm{J}=0.15\ \mathrm{eV}.
$$

The rim costs 0.30 eV at this radius and the field returns 0.15 eV.

The whole energy curve follows from these two quantities. With $x=r/r^*$, the rim term in (1) is $2U^*x$ and the field term is $-U^*x^2$, so

$$
U(r)=U^*(2x-x^2)=U^*\left[1-(x-1)^2\right].
$$

The energy is 0.116 eV at $r=1\ \mathrm{nm}$, 0.103 eV at 3 nm and $-0.235$ eV at 5 nm. It passes through zero at $r=2r^*=3.85\ \mathrm{nm}$. A step between $r^*$ and $2r^*$ still has more energy than the flat wall, yet it already grows downhill.

**Other shapes.** The circle was prescribed, but in this model it is also the best choice. For a step of perimeter $L$ and area $A$, the energy is $\sigma cL-2PEcA$. At a given area the circle has the smallest perimeter. Any continuous growth from a very small step to a large one must pass through the area $\pi(r^*)^2$, where its energy is at least $U^*$. No other outline can lower the barrier, provided that the rim stays perpendicular to the flat wall, that $\sigma$ does not depend on the direction of the rim, and that the rim charge costs nothing. The first condition is part of the model: a sloping rim would add less wall area than $Lc$, and is excluded here by taking the step to be sharp.

**Accuracy.** The barrier varies as $\sigma^2$, so a 10% error in $\sigma$ changes it by about 20%. The model also treats the rim as a sharp surface with a fixed energy per area, although the critical radius is only about five step thicknesses. This assumption weighs more than the error in $\sigma$. A rim that slopes over a width $w$ adds an area $\sqrt{c^2+w^2}-w$ per unit length instead of $c$, so for $w=c$ the barrier falls by a factor of about $(\sqrt2-1)^2\approx0.17$, and it vanishes as $w$ grows. The barrier exists only because the lattice holds the wall on planes a distance $c$ apart, and in a real crystal the energy of the step per unit length need not equal $\sigma c$.

## Field dependence and Merz's law

If $\sigma$, $P$ and $c$ do not depend on the field, equation (3) makes the barrier proportional to $1/E$. It is 0.30 eV at 5 MV/m, 0.15 eV at 10 MV/m and 0.075 eV at 20 MV/m. A stronger field reduces the critical radius, and the rim cost falls with it.

For thermally activated nucleation, the main factor in the rate is

$$
\exp\left(-\frac{U^*}{kT}\right)=\exp\left(-\frac{E_a}{E}\right),
\qquad
E_a=\frac{\pi\sigma^2c}{2PkT}. \tag{4}
$$

This is the exponential form of Merz's law, and $E_a$ is the activation field of the nucleation rate. At 300 K, $kT=0.02585\ \mathrm{eV}$, so

$$
\frac{U^*}{kT}=\frac{0.1508}{0.02585}=5.83,
\qquad
e^{-5.83}=2.9\times10^{-3}.
$$

Since $U^*/kT=E_a/E$, the activation field is $5.83\times10\ \mathrm{MV/m}=58\ \mathrm{MV/m}$. Halving the field doubles the exponent and squares the Boltzmann factor. The Boltzmann factor is not itself a rate: an attempt frequency and a density of nucleation sites are also needed. The description requires $U^*\gg kT$, which is only moderately well satisfied here and fails as the field rises. It also requires that $\sigma c$ be the free energy of the rim per unit length at 300 K, with the entropy of its wandering included. If $\sigma c$ is instead a bare energy on a square lattice of spacing $c$, one cell of rim costs $\epsilon=\sigma c^2=0.010\ \mathrm{eV}=0.39\,kT$. Summing over kinks gives a free energy per cell of $\epsilon-kT\ln\coth(\epsilon/2kT)$, which is positive only for $\epsilon>0.88\,kT$. With the rim charge screened, such a wall is thermally rough at 300 K: it has no nucleation barrier, its speed at low field is proportional to $E$, and equation (4) does not apply.

The speed of the wall need not have the same activation field as the nucleation rate. Let $J$ be the number of successful nuclei per unit area and time. There are two simple cases.

1. The wall has a small area $S$, and each nucleus sweeps across it before the next one forms. The wall then advances by $c$ in a time $1/(JS)$. Its speed is $cJS$, and its activation field is $E_a$.
2. The wall is large, and many steps spread at speed $v$ and merge. In a time $t$ a step covers an area of order $(vt)^2$. A layer is complete when about one nucleus has formed in that area, so $J(vt)^2t\sim1$. This gives $t\sim(Jv^2)^{-1/3}$ and a wall speed of order $c(Jv^2)^{1/3}$. If $v$ depends only weakly on the field, the activation field of the wall speed is $E_a/3$.

An activation field obtained from wall speeds can therefore be converted into a nucleation barrier only if the growth regime is known.

## Solution with unscreened rim charge

**Charge on the rim.** Let $\theta$ be the angle between the outward normal of the rim and the favoured polarization. The normal component of polarization is $P\cos\theta$ just inside the rim and $-P\cos\theta$ just outside. The bound surface charge is the inside value minus the outside value, $2P\cos\theta$. It is positive on one half of the rim and negative on the other. The flat parts of the wall carry no such charge, because the polarization lies in their plane.

**Coulomb energy.** Two rim elements separated by an angle $\phi$ and a height $s$ are a distance $\sqrt{4r^2\sin^2(\phi/2)+s^2}$ apart. The self-energy is the double integral of the charges divided by this distance, with the prefactor $1/(8\pi\varepsilon)$. One angular integral is

$$
\int_0^{2\pi}\cos\theta\cos(\theta+\phi)\,d\theta=\pi\cos\phi .
$$

The prefactor becomes $(2P)^2r^2\pi/(8\pi\varepsilon)=P^2r^2/(2\varepsilon)$, and

$$
W=\frac{P^2r^2}{2\varepsilon}\int_0^c\!\!\int_0^c I(|z-z'|)\,dz\,dz',
\qquad
I(s)=\int_0^{2\pi}\frac{\cos\phi\,d\phi}{\sqrt{4r^2\sin^2(\phi/2)+s^2}} .
$$

For a thin step, $c\ll r$, we need $I(s)$ for $s\ll r$. Write $\cos\phi=1-2\sin^2(\phi/2)$. In the second term $s$ may be set to zero, which gives

$$
-\int_0^{2\pi}\frac{\sin(\phi/2)}{r}\,d\phi=-\frac4r .
$$

The first term is twice its integral from 0 to $\pi$. Split that range at an angle $\delta$ with $s/r\ll\delta\ll1$. Below $\delta$, $2\sin(\phi/2)\approx\phi$; above it, $s$ is negligible. The two parts are

$$
\int_0^\delta\frac{d\phi}{\sqrt{r^2\phi^2+s^2}}\approx\frac1r\ln\frac{2r\delta}{s},
\qquad
\int_\delta^\pi\frac{d\phi}{2r\sin(\phi/2)}\approx\frac1r\ln\frac4\delta .
$$

Their sum is $(1/r)\ln(8r/s)$, from which $\delta$ has dropped out. Hence

$$
I(s)\approx\frac2r\left[\ln\frac{8r}{s}-2\right].
$$

For the height integrals, a separation $s$ occurs with weight $2(c-s)$. The total weight is $c^2$, and

$$
2\int_0^c(c-s)\ln s\,ds
=2\left[c^2\ln c-c^2-\frac{c^2}{2}\ln c+\frac{c^2}{4}\right]
=c^2\left(\ln c-\frac32\right).
$$

The logarithm thus contributes an extra $+3/2$, which combines with $-2$ to give $-1/2$:

$$
W(r)=\frac{P^2c^2r}{\varepsilon}\left[\ln\frac{8r}{c}-\frac12\right]. \tag{5}
$$

At $r^*$ the bracket is about 3.15 and $W=0.46\ \mathrm{eV}$, three times the barrier found in part (a).

**New barrier.** Adding $W$ also moves the maximum. Let $a=P^2c^2/\varepsilon$ and $\Lambda=\ln(8r/c)$. Since $d[r(\Lambda-\tfrac12)]/dr=\Lambda+\tfrac12$, the condition for a maximum of $U+W$ is

$$
2\pi\sigma c-4\pi PEc\,r+a\left(\Lambda+\tfrac12\right)=0 .
$$

Dividing by $4\pi PEc$ and solving for the radius outside the logarithm gives

$$
r=r^*+\frac{Pc}{4\pi\varepsilon E}\left[\ln\frac{8r}{c}+\frac12\right]. \tag{6}
$$

A numerical search for the maximum, with the Coulomb integral evaluated by quadrature, gives $r=7.0\ \mathrm{nm}$ and a barrier of 1.5 eV. Equation (6) shows why the change is so large: the rim charge adds about 5 nm to the original 1.9 nm.

This value belongs to a sharp, circular rim in an isotropic medium. The circle is also no longer the best shape. At a given area, a step elongated along the polarization is narrower across it and carries less rim charge, which can bring the barrier well below 1.5 eV. Growth through circles is one possible path, so its barrier is only an upper bound on the lowest barrier for this energy function. The logarithm in (6) also means that the barrier no longer follows $1/E$: for circles it is about 3.7 eV at 5 MV/m, 1.5 eV at 10 MV/m and 0.56 eV at 20 MV/m, a faster fall than $1/E$.

## Comparison

| Quantity | Scaling | Solution |
|---|---:|---:|
| Critical radius, screened | 1.9 nm | 1.92 nm |
| Barrier, screened | 0.05 eV | 0.15 eV |
| Rim-charge energy at $r^*$ | 0.15 eV | 0.46 eV |

The critical radius agrees because the geometric factors $2\pi$ in the rim area and $\pi$ in the disc area produce a factor 2 that cancels on differentiating $r^2$. The screened barrier exceeds its estimate by a factor $\pi$: the rim cost carries $2\pi$, and the field repays half of it. The rim-charge energy exceeds its estimate by the bracket in (5), which scaling cannot supply because it depends on the ratio $r/c$.

The answer to part (a), 0.15 eV, thus holds for a sharp step of line energy $\sigma c$ whose rim charge is screened. For the sharp circular rim of part (c), the electrostatic energy at the critical radius exceeds the wall energy of the rim.

All numerical values are calculated from the stated model.
